# Surface charge that brings lightly doped silicon to the onset of inversion

Suppose a silicon surface is to be calculated in a periodic slab with 100 surface atoms per cell, and the charge that bends the bands is to be included. The smallest whole charge that can be added is one electron or hole per cell. Whether this is a reasonable model of a gated or contaminated wafer depends on how much charge the real bending needs. For silicon doped at $10^{15}\ \mathrm{cm^{-3}}$, with few surface traps and bent to the onset of inversion, the answer found below is about one charge per 7700 surface atoms, spread in the silicon over nearly a micrometre of depth. The slab would carry some 77 times too much charge in far too little depth. Even with the correct fractional charge, the potential would change by less than 3 meV across 2 nm of silicon, out of a total bending of about 0.6 eV. The bending then belongs in a continuum Poisson equation, and the slab should be kept for the local chemistry.

## The estimate

Take p-type silicon, with positive charge placed outside it, on a gate or at the interface. The positive charge repels holes and leaves negative acceptors uncovered. Let $N$ be the acceptor density and $\sigma$ the number of outside elementary charges per unit area, counted from flat band. The algebra uses atomic units, $e=\hbar=m_e=1$, and $T$ denotes the thermal energy. Since $e=1$, the electrostatic potential $\phi$, measured from the bulk, is also the energy by which the bands are bent downward.

Inversion begins when the surface holds as many electrons per volume as the bulk holds holes. In the bulk the hole density is about $N$, and the Fermi level lies below its intrinsic position by

$$\phi_F\approx T\ln\frac{N}{n_i},$$

where $n_i$ is the intrinsic carrier density. At onset the Fermi level must lie equally far above the intrinsic position, so the bending is $\phi_s=2\phi_F$. With the rough value $n_i=10^{10}\ \mathrm{cm^{-3}}$ at 300 K, where $T=0.02585$ eV,

$$\phi_s\approx 2\times0.02585\times\ln 10^5\approx0.595\ \mathrm{eV}.$$

Now suppose that a layer of depth $W$ has lost all its holes and that the silicon beyond it is neutral. With $z$ measured inward from the surface and $\varepsilon$ the relative permittivity, Poisson's equation in the layer is $\phi''=4\pi N/\varepsilon$. The potential and its slope both vanish at $z=W$, so two integrations give

$$\phi=\frac{2\pi N}{\varepsilon}(W-z)^2,\qquad \phi_s=\frac{2\pi N W^2}{\varepsilon}.$$

The uncovered acceptors balance the outside charge, $\sigma=NW$. Solving for $W$,

$$W=\sqrt{\frac{\varepsilon\phi_s}{2\pi N}},\qquad \sigma=\sqrt{\frac{\varepsilon N\phi_s}{2\pi}}. \tag{1}$$

For numbers it helps to introduce the Debye length $L_D=\sqrt{\varepsilon T/4\pi N}$, which is 129.3 nm for the rough value $\varepsilon=11.7$. Then $W^2=2(\phi_s/T)L_D^2$, and since $\phi_s/T=23.03$,

$$W=129.3\times\sqrt{46.06}\approx 877\ \mathrm{nm},$$

$$\sigma=10^{15}\times8.77\times10^{-5}\approx8.8\times10^{10}\ \mathrm{cm^{-2}}\quad(0.014\ \mathrm{\mu C/cm^2}).$$

A silicon face has around $7\times10^{14}$ atoms per $\mathrm{cm^2}$. The ratio is about 8000 atoms per charge, which is one per ten thousand in order of magnitude.

The charge is small because its field acts over a long distance. The field falls linearly from its surface value $F$ to zero, so $\phi_s=FW/2$. Hence $F=2\times0.595/877=0.00136$ eV/nm for a unit charge, or 0.0136 MV/cm. This weak field produces more than half an electronvolt of bending because light doping lets it reach so deep.

## The full Poisson equation

The estimate assumed a sharp edge to the depleted layer and ignored the electrons that define inversion. Both can be treated together, still assuming equilibrium, Boltzmann statistics, fully ionised uniform acceptors, laterally smooth charge and no surface traps.

Let $p_0$ and $n_0$ be the bulk densities of holes and electrons. Neutrality and mass action require

$$p_0-n_0=N,\qquad p_0n_0=n_i^2.$$

Writing $p_0=n_ie^{\phi_F/T}$ and $n_0=n_ie^{-\phi_F/T}$ satisfies the second condition. The first becomes $2n_i\sinh(\phi_F/T)=N$, so

$$\phi_F=T\,\mathrm{arsinh}\frac{N}{2n_i}.$$

For $N\gg n_i$ this reduces to the logarithm used above.

A positive potential attracts electrons and repels holes, so $n=n_0e^{v}$ and $p=p_0e^{-v}$ with $v=\phi/T$. The charge density is $\rho=p-n-N$, and $\phi''=-4\pi\rho/\varepsilon$ reads

$$\phi''=\frac{4\pi}{\varepsilon}\left(N+n_0e^{v}-p_0e^{-v}\right). \tag{2}$$

Overall neutrality makes $\sigma$ equal to the net negative charge in the silicon. Integrating equation (2) over depth, with $\phi'=0$ in the bulk,

$$\sigma=\int_0^\infty(N+n-p)\,dz=\frac{\varepsilon}{4\pi}\left[\phi'(\infty)-\phi'(0)\right]=\frac{\varepsilon F}{4\pi},\qquad F=-\phi'(0). \tag{3}$$

To find $F$, multiply equation (2) by $\phi'$. The left side becomes the derivative of $\phi'^2/2$, and the right side can be integrated over $\phi$. Starting from the bulk, where $\phi=\phi'=0$,

$$\frac{\phi'^2}{2}=\frac{4\pi}{\varepsilon}\left[N\phi+n_0T(e^v-1)+p_0T(e^{-v}-1)\right].$$

Insert $N\phi=(p_0-n_0)Tv$ and collect the terms in $p_0$ and $n_0$:

$$\frac{\phi'^2}{2}=\frac{4\pi T}{\varepsilon}B(v),\qquad B(v)=p_0(e^{-v}+v-1)+n_0(e^{v}-v-1).$$

At the surface $F^2=8\pi TB/\varepsilon$. Equation (3) then gives

$$\sigma^2=\frac{\varepsilon^2}{16\pi^2}\,\frac{8\pi T}{\varepsilon}B=\frac{\varepsilon T}{2\pi}B(v_s), \tag{4}$$

where $v_s=\phi_s/T$.

### The charge at onset

The onset condition is $n_0e^{v_s}=p_0$. Since $p_0/n_0=e^{2\phi_F/T}$, it gives $\phi_s=2\phi_F$ as before. It also gives $p_0e^{-v_s}=n_0$. Putting both into $B$,

$$B=(n_0+p_0v_s-p_0)+(p_0-n_0v_s-n_0)=(p_0-n_0)v_s=Nv_s.$$

Equation (4) becomes $\sigma^2=\varepsilon N\phi_s/2\pi$, which is equation (1). At this bending the crude estimate therefore gives the exact total charge of the model. Numerical integration of equation (2) from the bulk to the surface also gives $8.774\times10^{10}\ \mathrm{cm^{-2}}$, equal to the formula in every digit quoted.

The agreement comes from two cancelling errors. Holes penetrate the edge of the depleted layer and lower the charge needed for a given bending, while the electrons at the surface raise it. Near the surface $\phi\approx\phi_s-Fz$, so the electron density is about $Ne^{-Fz/T}$. Its integral is $NT/F$, and the mean depth of the electrons is $T/F=19.1$ nm. Using $F=2\phi_s/W$, their share of the total charge is

$$\frac{NT/F}{NW}=\frac{T}{2\phi_s}=\frac{1}{2v_s}\approx2.2\,\%.$$

The integration gives 2.25 % and a mean depth of 20.4 nm. The depth is larger than $T/F$ because the field weakens inward, so the electron density falls more slowly than the exponential. At the onset of inversion nearly all the charge in the silicon is still on acceptors.

### Other bendings

Three regimes show where equation (1) can be used.

For $v\ll1$, expanding the exponentials gives $B\approx(p_0+n_0)v^2/2\approx Nv^2/2$. Then $\sigma\approx NL_Dv$: the charge is proportional to the bending, and the silicon responds like a capacitor of thickness $L_D$. The square root law does not apply here.

In depletion, with $v\gg1$ but few electrons at the surface, $B\approx N(v-1)$. The missing unit comes from the soft edge. At $\phi=\phi_F$, where $v=11.5$, the full result is $5.93\times10^{10}\ \mathrm{cm^{-2}}$ and equation (1) gives $6.20\times10^{10}$, about 5 % more than the full result.

Beyond onset the electron term $n_0e^v\approx Ne^{v-v_s}$ takes over. A further 0.1 eV of bending multiplies it by $e^{0.1/0.02585}\approx48$. With $v=26.9$, $B/N\approx25.9+48\approx74$, and the charge is $1.57\times10^{11}\ \mathrm{cm^{-2}}$. Equation (1) gives $9.5\times10^{10}$, about 40 % below the full result. From here on, added charge is met mainly by electrons, and the bending grows slowly.

The depletion form also covers charge applied so quickly that no electrons have yet appeared. The same $\sigma$ then requires $v-1=v_s$, so the bending is larger by one thermal energy, 0.026 eV.

## Counting surface atoms

The diamond lattice consists of two face-centred cubic lattices, displaced by a quarter of the cube diagonal. An ideal (100) plane contains atoms of one of them. A square of side $a$ has four corner atoms, each shared by four squares, and one atom at its centre, so the density is $2/a^2$. For the rough lattice constant $a=0.543$ nm,

$$\frac{2}{(5.43\times10^{-8}\ \mathrm{cm})^2}=6.78\times10^{14}\ \mathrm{cm^{-2}}.$$

In a (111) plane the atoms of one sublattice form a triangular net with spacing $a/\sqrt2$. The area per atom is $(\sqrt3/2)(a^2/2)=\sqrt3a^2/4$, so the density is $4/(\sqrt3a^2)=7.83\times10^{14}\ \mathrm{cm^{-2}}$. This counts the outermost plane; including the plane just beneath it, which belongs to the other sublattice, would double the number.

Dividing by $\sigma$ gives about 7700 atoms per charge on (100) and 8900 on (111). If inversion is instead said to begin when the surface becomes intrinsic, at $\phi=\phi_F$, the (100) figure is about 11,400. The two conventions lie on either side of ten thousand.

The figure belongs to this doping. By equation (1) the charge grows as $\sqrt{N\phi_s}$, and $\phi_s$ itself rises slowly with $N$. At 300 K a (100) face has about 27,000 atoms per onset charge for $N=10^{14}\ \mathrm{cm^{-3}}$, 2200 for $10^{16}$ and 650 for $10^{17}$.

## What the model leaves out

### Surface traps

Traps decide whether the small charge really suffices. Let $D$ be their number per area and energy, uniform across the gap, and count their charge at flat band as part of the fixed charge. Bending the bands down by $\phi_s$ lowers the trap levels by $\phi_s$ relative to the Fermi level. A strip of levels of that width fills with electrons, so the outside charge must supply an additional

$$\sigma_t=D\phi_s.$$

Thermal smearing hardly alters this, because with the intrinsic level at midgap the Fermi level stays at least $1.12/2-0.298\approx0.26$ eV, or ten thermal energies, from either band edge. For a good surface, with the rough value $D=10^{10}\ \mathrm{cm^{-2}\,eV^{-1}}$, $\sigma_t$ is $6\times10^9\ \mathrm{cm^{-2}}$, or 7 % of $\sigma$. For a poor one with $D=10^{12}$ it is 6.8 times $\sigma$, and the requirement rises to about one charge per 1000 atoms. The one-in-ten-thousand figure thus requires $D\phi_s\ll\sigma$.

### Discrete charges

The mean spacing of the charges, $\sigma^{-1/2}\approx34$ nm, is much less than $W$ but greater than the depth of the electrons. Charges fixed at random places on the interface therefore make the surface potential uneven.

A point charge on the boundary between silicon and a thick oxide has a radial field. The flux through the two half-spheres is $2\pi r^2(\varepsilon+\varepsilon_{ox})E=4\pi$, so its potential is $1/(\bar\varepsilon r)$ with $\bar\varepsilon=(\varepsilon+\varepsilon_{ox})/2$. Divide the interface into small cells of area $dA$. For independent random positions, the number in each cell has variance $\sigma\,dA$, and the variances of the contributions add. At depth $z$,

$$\langle\delta\phi^2\rangle=\frac{\sigma}{\bar\varepsilon^2}\int_0^R\frac{2\pi r\,dr}{r^2+z^2}=\frac{\pi\sigma}{\bar\varepsilon^2}\ln\left(1+\frac{R^2}{z^2}\right).$$

The cutoff $R\approx W$ is a rough allowance for screening by the neutral silicon. With $\varepsilon_{ox}=3.9$ and $z=20.4$ nm the root-mean-square value is 26.6 meV; random sampling of charges within the same cutoff gives 26.4 meV. The sampling checks the sum, not the cutoff. Treating the neutral silicon as a conducting plane at depth $W$ instead gives 23 meV. Neither value includes screening by the surface electrons, which at onset respond to a change of potential as strongly as the depletion edge does; linear screening by holes and electrons together gives about 19 meV. These values are only 3 to 5 % of the bending but of the order of one thermal energy, so one standard deviation changes the local electron density by a factor of roughly 2 to 3. For a Gaussian spread $s$ of the potential energy, the average electron density is multiplied by $e^{s^2/2T^2}$, about 1.7 for $s=26.6$ meV. The same average is then reached with a bending smaller by $s^2/2T\approx14$ meV, which lowers the charge by only about 1.2 %. These figures refer to the depth of 20.4 nm. Nearer the interface the spread is larger and no longer Gaussian, and an average over the electron profile with the same cutoff $R$ raises the factor to about 1.8 to 1.9 and the change in charge to 1.3 to 1.4 %. The average charge needed is thus little changed, while the onset itself is blurred from place to place. The random positions of the acceptors, left out here, add to the blurring.

### Quantum confinement

In the surface field an electron of mass $m$ obeys $-\psi''/2m+Fz\psi=E\psi$, with $\psi(0)=0$ at a hard wall. Put $z=\ell s$ and choose $\ell^3=1/(2mF)$, so that both terms on the left acquire the factor $F\ell$. The equation becomes $-\psi_{ss}+s\psi=\lambda\psi$ with $E=\lambda F\ell$. Its decaying solution is the Airy function $\mathrm{Ai}(s-\lambda)$, whose first zero gives $\lambda=2.338$. The lowest level is therefore

$$E_1=2.338\left(\frac{F^2}{2m}\right)^{1/3}.$$

Silicon's conduction valleys have two principal masses, roughly 0.92 and 0.19. On a (100) face each valley has one of them along the surface normal, and that one enters here. They give 9.9 and 16.8 meV, both below the thermal energy. If the bending had to grow by all of $E_1$ with the electron number unchanged, equation (1) would raise the charge by 0.8 % or 1.4 %. That overstates the effect, because $E_1<T$ and many levels are occupied. Summing Boltzmann factors over all the Airy levels in the same constant field, and comparing with the classical electron number, gives a required extra bending of only 1.5 or 3.3 meV. The charge then rises by about 0.1 % or 0.3 %.

### Statistics, field and temperature

For low filling the Fermi function is $e^{\eta-x}-e^{2(\eta-x)}+\dots$, where $x$ is the energy above the band edge and $\eta$ the Fermi level, both in units of $T$. Weighted with the density of states $\sqrt x$, the second term integrates to $2^{-3/2}e^{\eta}$ times the first. Since $e^\eta\approx n/N_c$, Boltzmann statistics overestimates the surface electrons by the fraction $n/(2^{3/2}N_c)$. With $N_c=2.8\times10^{19}\ \mathrm{cm^{-3}}$ this is $1.3\times10^{-5}$.

The surface field of 0.0136 MV/cm is far below a rough breakdown field of 0.3 MV/cm. Tunnelling from the bulk valence band to the surface conduction band is excluded, because the bending is less than the gap and the two bands do not overlap in energy.

Temperature enters $\phi_s\approx2T\ln(N/n_i)$ in two ways. The factor $T$ raises the bending, while the growth of $n_i\propto T^{3/2}e^{-E_g/2T}$ lowers it, near 300 K about twice as strongly. With the gap $E_g$ held at 1.12 eV and the doping fixed, the charge falls from $9.5\times10^{10}\ \mathrm{cm^{-2}}$ at 250 K to $7.1\times10^{10}$ at 400 K. In real silicon $n_i$ rises somewhat faster than this fixed-gap form, and an empirical $n_i(T)$ gives about $6.8\times10^{10}$ at 400 K. An error of a factor two in $n_i$ matters little: doubling it at 300 K lowers the charge by 3.1 %.

## Beside real silicon devices

A doping of $10^{15}\ \mathrm{cm^{-3}}$ is usual for a lightly doped wafer, and the lower trap density above is of the order reached at a well-prepared thermal oxide. Channels of scaled bulk transistors are doped far more heavily. At $10^{17}\ \mathrm{cm^{-3}}$ the model requires $1.04\times10^{12}\ \mathrm{cm^{-2}}$, twelve times the present charge. The surface field is then 0.16 MV/cm, and confinement, estimated by the same sum over Airy levels, adds a further 1 to 2 % to the charge. This holds for a gate much wider than the depletion depth, which is 104 nm at that doping. Under a gate 30 nm square the same density would amount to only about nine charges, but there the field spreads sideways and the source and drain help to shape it, so the one-dimensional formula no longer gives the charge needed. For the lightly doped wafer, the assumption of few traps needs checking. Traps take as much charge as the silicon itself when $D=\sigma/\phi_s\approx1.5\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$, and the poor surface above increases the required charge nearly eightfold.

## Values computed for the example and the checks

```
doping: 1.0e+15 cm^-3
temperature: 300 K, kT = 0.02585 eV
intrinsic density (rough): 1.0e+10 cm^-3
permittivity (rough): Si 11.7, oxide 3.9
lattice constant (rough): 0.543 nm
gap (rough): 1.12 eV
phi_F: 0.2976 eV
bending at onset: 0.5953 eV = 23.03 kT
Debye length: 129.3 nm
equivalent depletion width: 877 nm = 8774 angstrom
sheet density, formula: 8.7737e+10 cm^-2
sheet density, Poisson integration: 8.7737e+10 cm^-2
sheet charge: 0.0141 uC/cm2
inversion-electron share at onset: 2.25 %
mean electron depth: 20.4 nm; kT/F: 19.1 nm
surface atoms (100): 6.783e+14 cm^-2
surface atoms (111), outermost plane: 7.832e+14 cm^-2
atoms per charge (100): 7731
atoms per charge (111): 8927
mean spacing of charges: 33.8 nm
bending phi_F = 0.2976 eV: full 5.928e+10, simple 6.204e+10 cm^-2
bending 2 phi_F = 0.5953 eV: full 8.774e+10, simple 8.774e+10 cm^-2
bending 2 phi_F + 0.1 eV = 0.6953 eV: full 1.570e+11, simple 9.482e+10 cm^-2
atoms per charge (100) at bending phi_F: 11442
doping 1e+14 cm^-3: bending 0.476 eV, 2.48e+10 cm^-2, 27334 atoms per charge (100)
doping 1e+16 cm^-3: bending 0.714 eV, 3.04e+11 cm^-2, 2232 atoms per charge (100)
doping 1e+17 cm^-3: bending 0.833 eV, 1.04e+12 cm^-2, 653 atoms per charge (100)
at 250 K: ni 9.99e+07 cm^-3, bending 0.695 eV, 9.48e+10 cm^-2, 7158 atoms per charge (100)
at 400 K: ni 3.46e+12 cm^-3, bending 0.391 eV, 7.11e+10 cm^-2, 9544 atoms per charge (100)
ni doubled: sheet density changes by -3.1 %
surface field: 0.0136 MV/cm (rough breakdown 0.3 MV/cm)
oxide field: 0.0407 MV/cm
good surface, traps 1e+10 cm^-2 eV^-1 (rough): take 5.95e+09 cm^-2 = 0.068 of sigma
  atoms per charge (100) with these traps: 7240
poor surface, traps 1e+12 cm^-2 eV^-1 (rough): take 5.95e+11 cm^-2 = 6.785 of sigma
  atoms per charge (100) with these traps: 993
random interface charges, rms potential: 26.6 meV (sampled 26.4 meV)
  as a fraction of the bending: 4.5 %
confined level, mass 0.92: 9.9 meV; charge shift at most 0.8 %
confined level, mass 0.19: 16.8 meV; charge shift at most 1.4 %
conduction-band density Nc: 2.82e+19 cm^-3
degeneracy correction to surface electrons: 1.3e-05
```
